False steps in the phase of the multiple-scattering determinant

A step of π in Im ln det(t⁻¹ − g) need not be a quantum state. Let N(E) be the number of states below E in a crystal at one fixed Bloch vector k, N₀(E) the number of free-electron energies |k+G|² below E, and M = t⁻¹ − g. With the phase followed continuously just above the real energy axis, starting from zero at a negative energy, hence below every free-electron energy, that also lies below every crystal level and below every transparent energy defined next,

N₀(E) − (1/π) arg det M = N(E) − P(E).

Here P(E) counts the energies below E at which a scatterer is transparent in one of its channels, so that t vanishes and t⁻¹ has a pole; each is counted once per channel concerned and with the order of the pole. For channels with l > 0 the point E = 0 is counted by the rule given in the general statement below. For positive energies these are the points where a phase shift equals a multiple of π, whether it crosses that value or only touches it. The repair is to remove these poles. If, in addition, the logarithm is taken on its principal branch, its cut produces jumps of two in the count, and these require a different repair.

Rydberg units are used, with H = −∇² + V and E = κ². Spin is not counted.

**A crystal that breaks the naive count**

Take a simple cubic cell with edge 5 bohr. Well A, 6 Ry deep, sits at the corner and well B, 4 Ry deep, at the centre. Both have radius b = 2 bohr and do not overlap. Each well acts only on the l = 0 part of the wave about its own centre, so there is one channel per site and no truncation in l. The Bloch vector is k = (2π/a)(0.11, 0.23, 0.37), where the free energies concerned are not degenerate.

Consider first a single well of depth V₀. Let u(r) be r times the l = 0 wave, with u(0) = 0 and u′(0) = 1. Inside,

u = sin(Kr)/K, K² = E + V₀.

Outside, write

u = C f + S h, f = sin(κr)/κ, h = cos(κr).

Since f′ = cos(κr) and h′ = −κ sin(κr), we have f′h − fh′ = 1. Forming uf′ − u′f isolates S, and u′h − uh′ isolates C. At r = b,

S = u(b) cos(κb) − u′(b) sin(κb)/κ,

C = u′(b) cos(κb) + u(b) κ sin(κb).

Both are even in κ and in K, so they are analytic functions of E without branch points, and they are real for real E.

For E > 0 the outer wave is proportional to

sin(κr + δ) = cos δ sin(κr) + sin δ cos(κr).

Comparison gives κ cot δ = C/S. With t = −e^{iδ} sin δ/κ,

t⁻¹ = −κ(cos δ − i sin δ)/sin δ = −C/S + iκ.

This has a pole wherever S = 0. There the outer wave is proportional to f, the free wave, and the well scatters nothing.

Now put the wells in the crystal. The periodic Green function is

G(r) = (1/Ω) Σ_q e^{iq·r}/(E − q²), q = k + G,

where Ω is the cell volume and the G inside q is a reciprocal lattice vector. Away from the free energies, the Schrödinger equation says that ψ is G acting on the source Vψ. This source is spherical about each site. The angular average of e^{iκ|r−r′|}/|r−r′| over the directions of r′, for r > r′, is (e^{iκr}/r) sin(κr′)/(κr′). Outside the wells, each source therefore looks like a point source, and

ψ(r) = Σⱼ aⱼ 4πG(r − rⱼ).

Near its own source, 4πG is −cos(κr)/r plus a regular free wave. The l = 0 part of that regular wave is B sin(κr)/(κr), where B is its value at the centre. A source on another sublattice also gives a regular wave. Hence, at the edge of well i, r times the l = 0 wave is

−aᵢ h + Σⱼ Bᵢⱼ aⱼ f.

The Bloch phases between sublattices are absorbed in the amplitudes; for the present geometry B is then real and symmetric. The wave must equal cᵢ(Cᵢ f + Sᵢ h), with cᵢ the amplitude inside. Matching h gives aᵢ = −Sᵢcᵢ. Matching f then gives

Σⱼ Fᵢⱼ cⱼ = 0, F = C + BS,

with C and S diagonal matrices. This is the condition for a state.

To recover M, remove the free outgoing wave −e^{iκr}/r from the on-site 4πG. Since

−cos(κr)/r = −e^{iκr}/r + iκ sin(κr)/(κr),

the remaining on-site propagator is g = B + iκ; between different sites g = B. The terms iκ cancel in M:

M = t⁻¹ − g = −(C/S + B).

Therefore F = −MS, and for the two channels

det M = det F/(S_A S_B).

The condition Ma = 0 uses the outgoing amplitudes a, whereas Fc = 0 uses the inner amplitudes c. At S_A = 0 well A emits nothing, a_A = 0, although its inner wave need not vanish. The variables a cannot describe this, and M diverges. The variables c remain good.

**The false step in numbers**

Well A is transparent at −1.704 Ry and at 1.937 Ry (26.35 eV). Well B has no transparent energy in the range searched. At the upper energy δ_A = π. The nearest crystal states lie at 1.710 and 2.031 Ry, so there is no state at 1.937 Ry. Across this point the count from det M nevertheless falls by one, while the count from det F does not change.

The same loss appears in the gaps on either side. At 1.823 Ry there are 5 free energies below E, and at 1.996 Ry there are 6, because one lies at 1.961 Ry. The counts are

from M: 5 + 1 = 6, then 6 − 1 = 5,

from F: 5 + 2 = 7, then 6 + 1 = 7.

In each sum the second term is −(1/π) times the followed phase. Diagonalizing the same Hamiltonian in plane waves, without t or g, gives 7 and 7. The count from M is one too small before the upper transparent energy because of the loss at −1.704 Ry, and two too small after it.

The plane-wave levels lie above the determinant's levels by at most 0.002 Ry with 2115 waves. The sign is that expected of a finite variational basis, and the difference is too small to affect these counts.

A search for sign changes of det M would be misled in the same way. At a simple pole the determinant changes sign, but its magnitude diverges instead of vanishing.

**The false jump from the logarithm's cut**

The cut acts even on the sound determinant. The two lowest states lie at −4.333 and −2.471 Ry, with no free energy below or between them. Let D(E) = det F on the real axis. It is positive below the first state, negative between the two, and positive just above the second. Slightly above the axis,

det F(E + iη) ≈ D(E) + iηD′(E).

Between the states D < 0, while D′ changes from negative to positive at the minimum. Just before the minimum the value lies below the negative real axis, and its principal argument is near −π. Just after it, the value lies above that axis, and the argument is near +π. Thus −arg/π jumps from +1 to −1, although det F itself moves smoothly.

The calculation with η = 0.02 Ry finds this jump at −3.33 Ry, far from either state. It is the one cut crossing found on the path up to 2.6 Ry, and the principal-value count stays two too small in all the gaps listed above it.

The repair is to follow the phase continuously, adding multiples of 2π where needed, on a mesh fine enough to resolve η. Here the largest phase change between mesh points, after this correction, is 0.23 rad, well below π. Such unwrapping does not repair det M. The phase change of π at a pole is a genuine continuous change of that function, and the wrong counts from M given above were already unwrapped.

**The general statement**

Let real, bounded, spherical potentials sit in non-overlapping spheres and act on a finite set of channels L = (l, m) at each site. For each l choose free radial solutions with f′h − fh′ = 1:

f = r j_l(κr)/κ^l, h = −κ^{l+1} r n_l(κr).

Here n₀(x) = −cos x/x, so l = 0 gives the previous functions. Let u be the regular solution in the well, normalized to approach f at the origin, and write u = C_l f + S_l h outside. Then κ^{2l+1} cot δ_l = C_l/S_l, and

t_l⁻¹ = −κ cot δ_l + iκ = −W_l/(E^l S_l), W_l = C_l − iκ^{2l+1} S_l.

Define the repaired determinant, with the product over all sites and channels of the cell, by

det F = det M ∏(−E^l S_l).

Then

N(E) = N₀(E) − (1/π) arg det F,

and the count from M is N − P, where P counts the real zeros of all factors E^l S_l below E, with their orders. Each zero of S_l is repeated for the 2l+1 values of m. The count from M presupposes, as the choice of the starting energy does, that the real zeros of every S_l have a lower bound. Since (uf′ − u′f)′ = −V u f, we have S_l = −∫ V u f dr. Below both zero and the minimum of V the functions u and f are positive, so a nonzero potential of one sign, such as a square well, has no transparent energy there. Boundedness of V alone does not ensure this: at large negative E the weight uf gathers at the edge of the sphere, and a potential whose sign alternates without end toward the edge can make S_l change sign without end. For l > 0 the factor E^l adds a false loss of l per channel at E = 0. There t_l vanishes as E^l provided C_l(0) and S_l(0) are both nonzero. If the well has a bound state exactly at E = 0, then C_l(0) = 0 and t_l behaves as E^{l−1}, but the factor E^l in the relation between det F and det M, and with it the loss of l per channel, remains. The numerical example, having l = 0, does not test this part.

**Proof**

The first step is to show that det F = det(1 − GV), where G now denotes the free Bloch propagator as an operator. Let Gˢ be its part that is diagonal in the sites and equal to the free-space propagator within each sphere. The remainder has no singularity inside the spheres and solves the free equation in both arguments. In the channels concerned it is therefore

G − Gˢ = Σ |J_L⟩ g_{LL′} ⟨J_{L′}|, J_L = j_l(κr) Y_L,

with site labels included in L. In this notation the bra does not conjugate the radial function. Factor out the single-site part:

1 − GV = (1 − GˢV)[1 − (1 − GˢV)⁻¹ |J⟩g⟨J|V].

Since det(1 − XY) = det(1 − YX), the bracket has determinant det(1 − gt), where t = ⟨J|V(1 − GˢV)⁻¹|J⟩ is the single-site t-matrix. Hence

det(1 − GV) = det(1 − GˢV) det(1 − gt).

The first factor is a product over channels, and each channel gives W_l. To see this, replace V by λV. Let w = h + iκ^{2l+1}f outside the well, which is the outgoing wave, and continue it inward. Using f′h − fh′ = 1 outside,

u′w − uw′ = C_l − iκ^{2l+1}S_l = W_l.

The radial Green function has a unit jump in slope, so it is −u(r<)w(r>)/W_l. Consequently

d ln det(1 − λGˢV)/dλ = −Tr(G_λV) = ∫ V u w dr/W_l,

where G_λ is the single-site Green function for potential λV. Now differentiate the radial equation u″ = [l(l+1)/r² + λV − E]u with respect to λ, and write v = ∂u/∂λ. The common terms cancel in

(v′w − vw′)′ = V u w.

The bracket v′w − vw′ vanishes at the origin, because v is of higher order there than u. Outside the well w does not depend on λ, so the bracket equals dW_l/dλ. Integration gives dW_l/dλ = ∫ V u w dr. The two logarithmic derivatives agree, and both functions equal 1 at λ = 0. They are therefore equal.

Since W_l = −E^l S_l t_l⁻¹, we obtain

det(1 − GV) = ∏(−E^l S_l) det(t⁻¹) det(1 − tg) = ∏(−E^l S_l) det M = det F.

The second step counts states. Use dG/dE = −G² and the full propagator 𝒢 = (E − H)⁻¹ = (1 − GV)⁻¹G:

d ln det F/dE = Tr[(1 − GV)⁻¹G²V] = Tr(𝒢GV) = Tr(GV𝒢) = Tr(𝒢 − G).

The last equality is 𝒢 = G + GV𝒢. With crystal levels Eₙ and free energies εₙ,

d ln det F/dE = Σₙ [1/(E − Eₙ) − 1/(E − εₙ)].

A state thus gives a zero of det F whose order is its degeneracy, and a free energy gives a pole; if the two coincide, their orders subtract. Just above the axis, the argument of E − Eₙ + iη falls from π to 0 as E passes Eₙ. After multiplication by −1/π this adds one. A pole subtracts one. The accumulated phase therefore gives N − N₀, which proves the formula for N.

Finally, det M contains the additional factor 1/∏(−E^l S_l). Each real zero in this denominator contributes a pole, hence −1, and no free energy in N₀ compensates it. Elsewhere on the real axis the denominator is real and adds no phase change. This proves N − P. The sign of the slope of δ does not matter: it fixes the sign of the residue, which is a constant phase, but not the direction in which E − E₀ + iη turns.

**What follows for one site and for energy windows**

For a single well in free space, t⁻¹ = −W/S at l = 0. With the root Im κ ≥ 0, W tends to 1 at large |E| and has no zeros off the real axis, because H is Hermitian. Its phase is therefore −δ for E > 0, with δ → 0 at high energy, and

−(1/π) arg t⁻¹ = δ/π − P.

For well A at 1.00 Ry this reads 1.197 − 1 = 0.197, and at 2.50 Ry 0.911 − 2 = −1.089. The phase shift passes smoothly through π; the count from t⁻¹ has lost one more unit.

In a window that contains no transparent energy and, if channels with l > 0 are present, does not contain E = 0, P is constant, and differences of the count from M are correct. Otherwise one adds P or uses det F. If a state coincides with a transparent energy, its zero can cancel the pole, so that det M has neither a zero nor a pole there, although t⁻¹ of the transparent channel, and with it that diagonal element of M, still diverges; det F still shows the state, provided no free energy coincides as well.

The height of the path also matters. The zeros and poles of det F are real, so a path at any height that returns to the real axis at E gives the same count. For det M the path must in addition stay below any non-real zeros of S_l, since these too are poles of M. The numerical check accompanying this text confirms the counts for the model crystal in every energy gap it lists.

Computed results

```
cell edge 5.0 bohr, well radius 2.0 bohr
depth A 6.0 Ry, depth B 4.0 Ry
k in units of 2 pi/a: 0.11 0.23 0.37
path start -7.0 Ry, height eta 0.02 Ry
plane waves 456 and 2115; largest level error 0.01258 and 0.00199 Ry
state: determinant (Ry), plane waves (Ry)
   1   -4.33273   -4.33193
   2   -2.47130   -2.47083
   3   -0.03294   -0.03094
   4    0.84886    0.84914
   5    1.20331    1.20360
   6    1.52416    1.52427
   7    1.70972    1.70991
   8    2.03073    2.03083
   9    2.30715    2.30721
  10    2.46837    2.46841
free energies (Ry): 0.3188 0.7294 1.1716 1.5506 1.5821 1.9611 2.2454 2.4033
transparent energies of A (Ry): -1.70365 1.93652
number of transparent energies of B: 0
site A: E (Ry), delta/pi, -arg(inverse t)/pi
   0.01   1.87004   0.87004
   1.00   1.19656   0.19656
   2.50   0.91141  -1.08859
across -1.70365 Ry: bare step -1.000, repaired step 0.000
across 1.93652 Ry: bare step -1.000, repaired step 0.000
delta/pi of A at 1.93652 Ry = 26.348 eV: 1.00000
cut crossings 1, first at -3.326 Ry: -arg/pi from 1.000 to -1.000
largest phase step after unwrapping 0.232 rad
E (Ry), free, bare, principal, repaired, plane waves
   -3.4020   0   1   1   1   1
   -2.0875   0   2   0   2   2
   -0.8683   0   1   0   2   2
    0.1429   0   2   1   3   3
    0.5241   1   2   1   3   3
    0.7891   2   2   1   3   3
    1.0102   2   3   2   4   4
    1.3637   3   4   3   5   5
    1.6459   5   5   4   6   6
    1.8231   5   6   5   7   7
    1.9959   6   5   5   7   7
    2.1381   6   6   6   8   8
    2.2763   7   6   6   8   8
    2.3552   7   7   7   9   9
    2.4358   8   7   7   9   9
    2.5464   8   8   8  10  10
```
